# Polaron equations from a self-interaction-corrected energy: derivation and model tests: verification in Python

```python
# Ab initio polaron equations (Sio, Verdi, Ponce, Giustino), Hartree atomic units.
# psi = N^-1/2 sum A_nk psi_nk, (1/N) sum|A|^2 = 1; eps_nk bands, w phonon frequencies,
# e phonon eigenvectors, M masses, g_mnv(k,q) = <m k+q| Delta_qv V |n k>, N cells.
#   (2/N) sum B_qv conj(g_mnv(k,q)) A_m,k+q = (eps_nk - eps) A_nk
#   B_qv = (1/N) sum conj(A_m,k+q) g A_nk / w_qv ,  E_lat = (1/N) sum |B|^2 w
#   dE_f = (1/N) sum|A|^2 (eps_nk - eps_CBM) - E_lat = eps - eps_CBM + E_lat
#   u_kp = -(2/N) sum conj(B) e exp(iqR_p)/sqrt(2 M w)
# Part 1: the self-interaction correction leaves a cubic remainder (H2O, DFT).
# Part 2: A,B equations versus real-space minimisation of u.C.u/2 + <H0 + u.dH>.
# Part 3: Froehlich model on k grids versus the radial Pekar problem.
import numpy as np
from scipy import fft, linalg, optimize, integrate, special, constants
from pyscf import gto, dft, lib
lib.num_threads(1)
HA_MEV = 1e3*constants.physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)

# ---------- Part 1: self-interaction correction, density change lam*|HOMO|^2, spin up
mol = gto.M(atom='O 0 0 0; H 1.43 1.11 0; H -1.43 1.11 0', unit='Bohr', basis='6-31g', verbose=0)
print('P1 H2O 6-31G, O(0,0,0), H(+-1.43,1.11,0) bohr')
for xc in ('lda,', 'lda,vwn'):
    mf = dft.UKS(mol, xc=xc); mf.chkfile = None; mf.conv_tol = 1e-11; mf.grids.level = 2
    mf.kernel(); assert mf.converged
    dm = np.array(mf.make_rdm1()); c = mf.mo_coeff[0][:, 4]; P = np.outer(c, c)
    h1 = mf.get_hcore()
    def etot_exc(lam):
        d = np.array([dm[0] + lam*P, dm[1]]); v = mf.get_veff(mol, d)
        return mf.energy_tot(d, h1, v), v.exc
    E0, X0 = etot_exc(0.0)
    e_orb = c @ (h1 + mf.get_veff(mol, dm)[0]) @ c
    assert abs(e_orb - mf.mo_energy[0][4]) < 1e-5
    EH = 0.5*np.sum(P*mf.get_j(mol, P))
    def remainders(lam):
        (Ep, Xp), (_, Xm) = etot_exc(lam), etot_exc(-lam)
        raw = Ep - E0 - lam*e_orb
        return raw, raw - lam**2*EH - 0.5*(Xp - 2*X0 + Xm)
    r1, r2 = remainders(0.1), remainders(0.2)
    p_raw, p_sic = np.log2(r2[0]/r1[0]), np.log2(r2[1]/r1[1])
    assert abs(p_raw - 2) < 0.05 and abs(p_sic - 3) < 0.05
    if xc == 'lda,':
        ao = dft.numint.eval_ao(mol, mf.grids.coords); wt = mf.grids.weights
        nup = np.einsum('gi,ij,gj->g', ao, dm[0], ao); dn = (ao @ c)**2
        ok = nup > 1e-14; cx = 0.75*(6/np.pi)**(1/3)
        assert abs(X0 + 2*cx*np.sum(wt[ok]*nup[ok]**(4/3))) < 1e-6
        c3 = np.sum(wt[ok]*cx*(8/27)*nup[ok]**(-5/3)*dn[ok]**3)/6
        assert abs(r1[1]/0.1**3/c3 - 1) < 5e-3      # quintic term <= 0.22*lam^2 relative
        print(f'P1 Slater: cubic coeff, kernel {c3:.6f} Ha; energies at lam=0.1 {r1[1]/1e-3:.6f} Ha')
    else:
        rh = remainders(-1.0)
        print(f'P1 LDA(VWN): <H_KS> = {e_orb:.5f} Ha, E_H[dn] = {EH:.5f} Ha')
        print(f'P1 LDA remainder lam=0.1: raw {r1[0]:.4e} Ha, SIC {r1[1]:.4e} Ha')
        print(f'P1 LDA remainder order: raw {p_raw:.3f}, SIC {p_sic:.3f}')
        print(f'P1 LDA remainder lam=-1: raw {rh[0]:.5f} Ha, SIC {rh[1]:.5f} Ha')

# ---------- Part 2: diatomic two-band chain, sites ordered a0,b0,a1,b1,...
N = 16; ea, eb, t1, t2, gam, ba, bb = 0.0, 0.10, 0.04, 0.03, 1.0, 0.05, 0.03
k1, k2, MA, MB = 0.20, 0.15, 2e4, 4e4
print(f'P2 N={N}; e_a={ea}, e_b={eb}, t1={t1}, t2={t2} Ha; gamma={gam} 1/bohr')
print(f'P2 beta_a={ba}, beta_b={bb} Ha/bohr; k1={k1}, k2={k2} Ha/bohr^2; M={MA:.0f},{MB:.0f} m_e')
def H_real(u):
    H = np.zeros((2*N, 2*N), dtype=u.dtype)
    for p in range(N):
        a, b, an = 2*p, 2*p + 1, (2*p + 2) % (2*N)
        d1, d2 = u[b] - u[a], u[an] - u[b]
        H[a, b] = H[b, a] = -t1*np.exp(-gam*d1); H[b, an] = H[an, b] = -t2*np.exp(-gam*d2)
        H[a, a] += ea + ba*d1; H[an, an] += ba*d2; H[b, b] += eb + bb*(d1 + d2)
    return H
H0 = H_real(np.zeros(2*N))
dH = np.array([H_real(1e-30j*x).imag/1e-30 for x in np.eye(2*N)])   # complex-step derivative
C = np.zeros((2*N, 2*N))
for i in range(2*N):
    x = np.zeros(2*N); x[i] = -1; x[(i + 1) % (2*N)] = 1
    C += (k1 if i % 2 == 0 else k2)*np.outer(x, x)
Z = linalg.null_space(np.tile([MA, MB], N)[None, :])   # centre of mass fixed
def real_space(y, lam=1.0):
    u = Z @ y; w, v = np.linalg.eigh(H0 + np.tensordot(u, dH, 1)); s = v[:, 0]
    return 0.5*u @ C @ u + lam*w[0], Z.T @ (C @ u + lam*(dH @ s) @ s), w[0], s, u
def relax(y, lam=1.0):
    y = optimize.root(lambda z: real_space(z, lam)[1], y, tol=1e-13).x
    assert np.abs(real_space(y, lam)[1]).max() < 1e-9
    return y
seed = np.zeros(2*N); seed[1] = -0.3; seed[-1] = 0.3
y = optimize.minimize(lambda z: real_space(z)[:2], np.linalg.lstsq(Z, seed, rcond=None)[0],
                      jac=True, method='BFGS', options={'gtol': 1e-8}).x
y = relax(y); E_rs, _, eps_rs, psi_rs, u_rs = real_space(y)
cbm_rs = np.linalg.eigvalsh(H0)[0]
Hs = np.array([(real_space(y + 1e-5*x)[1] - real_space(y - 1e-5*x)[1])/2e-5 for x in np.eye(len(y))])
hmin = np.linalg.eigvalsh(0.5*(Hs + Hs.T))[0]; assert hmin > 1e-4

def bloch_route(Ma, Mb):
    ks = 2*np.pi*np.arange(N)/N; ph = lambda: np.exp(2j*np.pi*rng.random(2))
    eps, cc, w, eta = np.zeros((N, 2)), [], np.ones((N, 2)), np.zeros((N, 2, 2), complex)
    for i, k in enumerate(ks):
        o = -t1 - t2*np.exp(-1j*k)
        eps[i], v = np.linalg.eigh([[ea, o], [np.conj(o), eb]]); cc.append(v*ph())
        o = -(k1 + k2*np.exp(-1j*k))/np.sqrt(Ma*Mb)
        w2, e = np.linalg.eigh([[(k1 + k2)/Ma, o], [np.conj(o), (k1 + k2)/Mb]]); e = e*ph()
        for nu in range(2):
            if i or nu:                                  # q=0 acoustic mode left out
                w[i, nu] = np.sqrt(w2[nu]); eta[i, nu] = e[:, nu]/np.sqrt(2*np.array([Ma, Mb])*w[i, nu])
    cc = np.array(cc); g = np.zeros((N, 2, N, 2, 2), complex)   # cc[k,site,band], g[q,v,k,m,n]
    for iq, q in enumerate(ks):
        for nu in range(2):
            D1 = eta[iq, nu, 1] - eta[iq, nu, 0]; D2 = eta[iq, nu, 0]*np.exp(1j*q) - eta[iq, nu, 1]
            for ik, k in enumerate(ks):
                W = np.array([[ba*(D1 + D2*np.exp(-1j*q)), gam*(t1*D1 + t2*D2*np.exp(-1j*(k + q)))],
                              [gam*(t1*D1 + t2*D2*np.exp(1j*k)), bb*(D1 + D2)]])
                g[iq, nu, ik] = cc[(ik + iq) % N].conj().T @ W @ cc[ik]
    K = np.tile(np.arange(N), (N, 1)); KP = (K + np.arange(N)[:, None]) % N
    getB = lambda A: np.einsum('qkm,qvkmn,kn->qv', A[KP].conj(), g, A)/(N*w)
    A = cc[:, 0, :].conj(); B = getB(A)
    for it in range(10000):
        Hm = np.zeros((N, 2, N, 2), complex)
        Hm[K, :, KP, :] = -(2/N)*np.einsum('qv,qvkmn->qknm', B, g.conj())
        Hm = Hm.reshape(2*N, 2*N) + np.diag(eps.ravel())
        assert np.abs(Hm - Hm.conj().T).max() < 1e-12
        ev, V = np.linalg.eigh(Hm); A = np.sqrt(N)*V[:, 0].reshape(N, 2)
        Bn = getB(A); err = np.abs(Bn - B).max(); B = Bn
        if err < 1e-11: break
    assert err < 1e-11
    return ks, eps, cc, w, eta, g, A, B, ev[0]
ks, eps, cc, w, eta, g, A, B, eps_pol = bloch_route(MA, MB)
phs = np.exp(1j*np.outer(ks, np.arange(N)))
U = np.einsum('kp,ksn->pskn', phs, cc).reshape(2*N, 2*N)/np.sqrt(N)
for iq in range(N):                                     # g and selection rule from the definition
    for nu in range(2):
        Dq = np.tensordot(np.outer(phs[iq], eta[iq, nu]).ravel(), dH, 1)
        ref = np.zeros((N, 2, N, 2), complex)
        for ik in range(N): ref[(ik + iq) % N, :, ik, :] = g[iq, nu, ik]
        assert np.abs(U.conj().T @ Dq @ U - ref.reshape(2*N, 2*N)).max() < 1e-14
cbm = eps.min(); E_el = np.sum(abs(A)**2*(eps - cbm))/N; E_lat = np.sum(abs(B)**2*w)/N
disp = lambda b: (-(2/N)*np.einsum('qv,qvs,qp->ps', b, eta, phs)).ravel()
u_b = disp(B.conj()); rho_b = abs(U @ A.ravel())**2/N
sh = np.argmax(psi_rs**2) - np.argmax(rho_b); assert sh % 2 == 0
assert abs(cbm - cbm_rs) < 1e-12 and np.abs(u_b.imag).max() < 1e-9
assert np.abs(np.roll(u_b.real, sh) - u_rs).max() < 1e-6
assert np.abs(np.roll(disp(B), sh) - u_rs).max() > 1e-2  # the conjugation matters
assert np.abs(np.roll(rho_b, sh) - psi_rs**2).max() < 1e-7
assert np.abs(abs(B) - abs(B[-np.arange(N)])).max() < 1e-8
dE_rs = E_rs - cbm_rs
assert abs(E_el - E_lat - dE_rs) < 1e-10 and abs(eps_pol - cbm + E_lat - dE_rs) < 1e-9
assert abs(eps_pol - eps_rs) < 1e-8 and abs(cbm + E_el - 2*E_lat - eps_rs) < 1e-8
assert abs(0.5*u_rs @ C @ u_rs - E_lat) < 1e-8
assert abs(psi_rs @ np.tensordot(u_rs, dH, 1) @ psi_rs + 2*E_lat) < 1e-8
part = 1/np.sum(rho_b.reshape(N, 2).sum(1)**2); assert part < N/2 and dE_rs < -1e-4
dEdl = (real_space(relax(y, 1.001), 1.001)[0] - real_space(relax(y, 0.999), 0.999)[0])/0.002
assert abs(dEdl - eps_pol) < 1e-6
o = bloch_route(9e4, 1e4)
dE_m = np.sum(abs(o[6])**2*(o[1] - cbm))/N - np.sum(abs(o[7])**2*o[3])/N
assert abs(dE_m - dE_rs) < 1e-10
s0 = np.linalg.eigh(H0)[1][:, 0]; f0 = Z.T @ ((dH @ s0) @ s0)
E_ext = -abs(g[0, 1, 0, 0, 0])**2/(N*w[0, 1])
assert abs(E_ext + 0.5*f0 @ np.linalg.solve(Z.T @ C @ Z, f0)) < 1e-13
drop = lambda s: psi_rs @ (H_real(s*u_rs) - H0 - s*np.tensordot(u_rs, dH, 1)) @ psi_rs
p_drop = np.log2(drop(0.1)/drop(0.05)); assert abs(p_drop - 2) < 0.05
print(f'P2 eps_CBM = {cbm:.7f} Ha; optical w(q=0) = {w[0,1]:.6f} Ha')
print(f'P2 dE_f: A,B {E_el-E_lat:.8f} Ha; real space {dE_rs:.8f} Ha; masses 9e4,1e4 {dE_m:.8f} Ha')
print(f'P2 eps: A,B {eps_pol:.8f} Ha; real space {eps_rs:.8f} Ha; dE/dlam {dEdl:.8f} Ha')
print(f'P2 band part {E_el:.8f} Ha; E_lat {E_lat:.8f} Ha; u.C.u/2 {0.5*u_rs@C@u_rs:.8f} Ha')
print(f'P2 participation {part:.3f} cells; max bond change {np.abs(np.roll(u_rs,-1)-u_rs).max():.4f} bohr')
print(f'P2 lowest Hessian eigenvalue {hmin:.5f} Ha/bohr^2; extended-state dE_f {E_ext:.3e} Ha')
print(f'P2 dropped nonlinear term {drop(1.0):.6f} Ha, order {p_drop:.3f}')

# ---------- Part 3: Froehlich worked example
a, m, einf, est, w0 = 5.0, 1.0, 2.5, 10.0, 0.002
kap = 1/(1/einf - 1/est); alpha = np.sqrt(m/(2*w0))/kap; Eu, Lu = m/kap**2, kap/m
h = 0.02; r = h*np.arange(1, 2501); ur = r*np.exp(-r/3); ur /= np.sqrt(h*np.sum(ur**2))
def coulomb(u):
    n = h*u**2; return np.cumsum(n)/r + np.cumsum((n/r)[::-1])[::-1] - n/r
for it in range(500):                                   # radial Pekar problem, m = kappa = 1
    Ph = coulomb(ur)
    ev, v = linalg.eigh_tridiagonal(1/h**2 - Ph, -0.5/h**2*np.ones(len(r) - 1), select='i', select_range=(0, 0))
    un = abs(v[:, 0])/np.sqrt(h); err = np.abs(un - ur).max(); ur = un
    if err < 1e-9: break
assert err < 1e-7
L_r = 0.5*h*np.sum(ur**2*coulomb(ur)); e_r = ev[0]; T_r = e_r + 2*L_r; E_r = T_r - L_r
r2 = h*np.sum(ur**2*r**2)
assert max(abs(T_r/E_r + 1), abs(L_r/E_r + 2), abs(e_r/E_r - 3)) < 2e-4
def madelung(eta_):
    n = np.arange(-7, 8); R = np.sqrt(n[:, None, None]**2 + n[:, None]**2 + n**2).ravel(); R = R[R > 0]
    G = 2*np.pi*R
    return -(np.sum(special.erfc(eta_*R)/R) + 4*np.pi*np.sum(np.exp(-G**2/(4*eta_**2))/G**2)
             - 2*eta_/np.sqrt(np.pi) - np.pi/eta_**2)
aM = madelung(2.0); assert abs(aM - madelung(3.0)) < 1e-10
print(f'P3 a={a} bohr, m*={m}, eps_inf={einf}, eps_0={est}, w={w0} Ha')
print(f'P3 kappa = {kap:.5f}, alpha = {alpha:.5f}, kappa/m* = {Lu:.5f} bohr, m*/kappa^2 = {Eu:.5f} Ha')
print(f'P3 Madelung constant (simple cubic) = {aM:.6f}')
print(f'P3 radial, units m*/kappa^2: kin {T_r:.6f}, dE_f {E_r:.6f}, lat {L_r:.6f}, eps {e_r:.6f}')
print(f'P3 dE_f/(alpha^2 w) = {E_r*Eu/(alpha**2*w0):.6f}; <r^2> = {r2*Lu**2:.3f} bohr^2; rms {np.sqrt(r2)*Lu:.3f} bohr')
for n, tol in ((24, 4e-3), (32, 1e-3), (40, 4e-4)):     # residual finite-size error ~ L^-6
    Np = n**3; L = n*a; k = 2*np.pi*fft.fftfreq(n, a); x = a*n*fft.fftfreq(n)
    q2 = k[:, None, None]**2 + k[:, None]**2 + k**2; ek = q2/(2*m)
    gq = np.zeros_like(q2); gq[q2 > 0] = np.sqrt(2*np.pi*w0/(a**3*kap*q2[q2 > 0]))
    A = fft.fftn(np.exp(-(x[:, None, None]**2 + x[:, None]**2 + x**2)/(28*Lu**2)))
    for it in range(600):
        A /= np.sqrt(np.sum(abs(A)**2)/Np); phi = fft.ifftn(A)
        B = gq*fft.fftn(abs(phi)**2).conj()/w0
        HA = ek*A + fft.fftn(-2*fft.ifftn(B.conj()*gq).real*phi)
        e = np.vdot(A, HA).real/Np; res = HA - e*A; rn = np.sqrt(np.sum(abs(res)**2)/Np)
        if rn < 1e-8: break
        A = A - res/(ek + 0.2*Eu)
    assert rn < 1e-7
    j = (1, 2, 0); As = np.roll(A, (-1, -2, 0), (0, 1, 2))  # explicit sums at one q and one k
    assert abs(np.vdot(As, A)/Np*gq[j]/w0 - B[j]) < 1e-9*abs(B[j])
    assert abs(2/Np*np.sum(B*gq*As) - (ek[j] - e)*A[j]) < 1e-4*abs((ek[j] - e)*A[j])
    T = np.sum(abs(A)**2*ek)/Np; El = np.sum(abs(B)**2)*w0/Np
    c1, c3 = aM/(2*kap*L), 2*np.pi*r2*Lu**2/(3*kap*L**3)
    Ec, ec = T - El - c1 + c3, e - 2*c1
    assert abs(Ec/(E_r*Eu) - 1) < tol and abs(ec/(e_r*Eu) - 1) < tol
    print(f'P3 {n}^3 L={L:.0f} bohr: kin {T:.7f}, lat {El:.7f}, dE_f {T-El:.7f}, eps {e:.7f} Ha')
    print(f'P3 {n}^3 aM/2kL {c1:.7f}, L^-3 term {c3:.7f}; corrected dE_f {Ec:.7f}, eps {ec:.7f} Ha')
print(f'P3 isolated: kin {T_r*Eu:.7f} Ha, lat {L_r*Eu:.7f} Ha')
print(f'P3 isolated: dE_f {E_r*Eu:.7f} Ha = {E_r*Eu*HA_MEV:.2f} meV')
print(f'P3 isolated: eps {e_r*Eu:.7f} Ha = {e_r*Eu*HA_MEV:.2f} meV')
print(f'P3 mean phonon number (1/N)sum|B|^2 = {L_r*Eu/w0:.4f}')
EHs = kap*L_r*Eu
print(f'P3 E_H[dn] = {EHs:.7f} Ha; dE_f + E_H = {E_r*Eu+EHs:.7f} Ha; dE_f + E_H/eps_inf = {E_r*Eu+EHs/einf:.7f} Ha')
assert E_r*Eu + EHs/einf > 0
E2 = -integrate.quad(lambda q: w0/(np.pi*kap)/(w0 + q*q/(2*m)), 0, np.inf)[0]
assert abs(E2 + alpha*w0) < 1e-8
print(f'P3 second-order energy -alpha*w = {E2:.7f} Ha = {E2*HA_MEV:.2f} meV')
print(f'P3 alpha where adiabatic and second-order energies cross = {-alpha**2*w0/(E_r*Eu):.3f}')
print('verified')
```

It prints:

```
P1 H2O 6-31G, O(0,0,0), H(+-1.43,1.11,0) bohr
P1 Slater: cubic coeff, kernel 0.005610 Ha; energies at lam=0.1 0.005615 Ha
P1 LDA(VWN): <H_KS> = -0.23035 Ha, E_H[dn] = 0.38178 Ha
P1 LDA remainder lam=0.1: raw 3.3818e-03 Ha, SIC 4.6664e-06 Ha
P1 LDA remainder order: raw 2.002, SIC 3.003
P1 LDA remainder lam=-1: raw 0.33149 Ha, SIC -0.00505 Ha
P2 N=16; e_a=0.0, e_b=0.1, t1=0.04, t2=0.03 Ha; gamma=1.0 1/bohr
P2 beta_a=0.05, beta_b=0.03 Ha/bohr; k1=0.2, k2=0.15 Ha/bohr^2; M=20000,40000 m_e
P2 eps_CBM = -0.0360233 Ha; optical w(q=0) = 0.005123 Ha
P2 dE_f: A,B -0.00940111 Ha; real space -0.00940111 Ha; masses 9e4,1e4 -0.00940111 Ha
P2 eps: A,B -0.06325003 Ha; real space -0.06325003 Ha; dE/dlam -0.06325003 Ha
P2 band part 0.00842456 Ha; E_lat 0.01782566 Ha; u.C.u/2 0.01782566 Ha
P2 participation 1.391 cells; max bond change 0.3251 bohr
P2 lowest Hessian eigenvalue 0.00651 Ha/bohr^2; extended-state dE_f -5.912e-06 Ha
P2 dropped nonlinear term -0.001874 Ha, order 2.007
P3 a=5.0 bohr, m*=1.0, eps_inf=2.5, eps_0=10.0, w=0.002 Ha
P3 kappa = 3.33333, alpha = 4.74342, kappa/m* = 3.33333 bohr, m*/kappa^2 = 0.09000 Ha
P3 Madelung constant (simple cubic) = 2.837297
P3 radial, units m*/kappa^2: kin 0.054258, dE_f -0.054257, lat 0.108515, eps -0.162773
P3 dE_f/(alpha^2 w) = -0.108514; <r^2> = 238.715 bohr^2; rms 15.450 bohr
P3 24^3 L=120 bohr: kin 0.0046986, lat 0.0061237, dE_f -0.0014251, eps -0.0075488 Ha
P3 24^3 aM/2kL 0.0035466, L^-3 term 0.0000868; corrected dE_f -0.0048849, eps -0.0146420 Ha
P3 32^3 L=160 bohr: kin 0.0048083, lat 0.0070683, dE_f -0.0022600, eps -0.0093284 Ha
P3 32^3 aM/2kL 0.0026600, L^-3 term 0.0000366; corrected dE_f -0.0048834, eps -0.0146483 Ha
P3 40^3 L=200 bohr: kin 0.0048452, lat 0.0076191, dE_f -0.0027739, eps -0.0103930 Ha
P3 40^3 aM/2kL 0.0021280, L^-3 term 0.0000187; corrected dE_f -0.0048832, eps -0.0146490 Ha
P3 isolated: kin 0.0048833 Ha, lat 0.0097664 Ha
P3 isolated: dE_f -0.0048831 Ha = -132.88 meV
P3 isolated: eps -0.0146495 Ha = -398.63 meV
P3 mean phonon number (1/N)sum|B|^2 = 4.8832
P3 E_H[dn] = 0.0325546 Ha; dE_f + E_H = 0.0276715 Ha; dE_f + E_H/eps_inf = 0.0081387 Ha
P3 second-order energy -alpha*w = -0.0094868 Ha = -258.15 meV
P3 alpha where adiabatic and second-order energies cross = 9.215
verified
```
